# The Two Roots of the Scalar Ring-Coupled-Cluster Equation

## Problem

In the random-phase approximation (RPA), an electronic excitation is treated as a boson. Keep a single excitation, with creation operator \(b^\dagger\), annihilation operator \(b\) and \([b,b^\dagger]=1\). The model Hamiltonian is

\[
H = A\,b^\dagger b + \frac{B}{2}\left(b^\dagger b^\dagger + b\,b\right).
\]

Here \(A>0\) is the energy of the excitation without the pair terms, and the real number \(B\) is the strength with which excitations are created and destroyed in pairs. The uncorrelated state is the vacuum \(|0\rangle\), defined by \(b|0\rangle=0\). Since \(\langle 0|H|0\rangle=0\), energies are measured from the uncorrelated energy.

Direct ring coupled cluster describes the correlated ground state by a dimensionless amplitude \(t\), which obeys the scalar Riccati equation

\[
B+2At+Bt^2=0 ,
\]

and it assigns to this amplitude the energy \(E=\tfrac12 Bt\). For several excitations, \(A\), \(B\) and \(t\) become matrices, the equation reads \(B+AT+TA+TBT=0\), and the energy is \(\tfrac12\,\mathrm{Tr}(BT)\). With one excitation the two middle terms are equal and give \(2At\).

Assume \(0<|B|<A\) unless stated otherwise.

**(a)** Show that the state \(|t\rangle=\exp\!\left(\tfrac t2 b^\dagger b^\dagger\right)|0\rangle\) leads to both the Riccati equation and the energy formula.

**(b)** Solve the equation. Identify the physical root by its behaviour as \(B\to0\) at fixed \(A\). What happens when \(|B|\ge A\)?

**(c)** Find the energies belonging to both roots, and their small-\(B\) forms.

**(d)** Is the energy of the other root the energy of any state of the model?

**(e)** Evaluate the results for \(A=10\) eV and \(B=6\) eV. Then solve the equation by iteration from \(t=0\), and explain which root is reached.

## Solution

### (a) Where the equation comes from

From \([b,b^\dagger]=1\) it follows that \([b,(b^\dagger)^m]=m(b^\dagger)^{m-1}\). Since \(b|0\rangle=0\), the operator \(b\) therefore acts on a power series in \(b^\dagger\) applied to the vacuum as a derivative with respect to \(b^\dagger\). For the exponential this gives

\[
b\,|t\rangle = t\,b^\dagger|t\rangle .
\]

Apply \(b\) once more and use \(bb^\dagger=1+b^\dagger b\):

\[
b\,b\,|t\rangle = t\,(1+b^\dagger b)|t\rangle
= \left(t+t^2\,b^\dagger b^\dagger\right)|t\rangle .
\]

The first term of \(H\) gives \(A\,b^\dagger b|t\rangle = At\,b^\dagger b^\dagger|t\rangle\). Adding all contributions,

\[
H|t\rangle=\left[At\,b^\dagger b^\dagger+\frac B2\,b^\dagger b^\dagger
+\frac B2\,t+\frac B2\,t^2\,b^\dagger b^\dagger\right]|t\rangle ,
\]

and collecting the terms with \(b^\dagger b^\dagger\),

\[
H|t\rangle=\left[\frac{Bt}{2}
+\frac12\left(B+2At+Bt^2\right)b^\dagger b^\dagger\right]|t\rangle .
\]

The eigenvalue equation \(H|t\rangle=E|t\rangle\) requires the coefficient of \(b^\dagger b^\dagger\) to vanish, which is the Riccati equation. What remains is \(E=\tfrac12Bt\).

This calculation is algebraic. It does not ask whether \(|t\rangle\) has a finite norm, a point that becomes decisive in part (d).

### (b) The roots and the small-\(B\) limit

Multiply the equation by \(B\), which is not zero, and add \(A^2-B^2\) to both sides:

\[
B^2t^2+2ABt+A^2=A^2-B^2
\quad\Longrightarrow\quad
(Bt+A)^2=A^2-B^2 .
\]

For \(|B|<A\) the right-hand side is positive. Define

\[
\Omega=\sqrt{A^2-B^2}>0 .
\]

Then \(Bt+A=\pm\Omega\), and the roots are

\[
t_\pm=\frac{-A\pm\Omega}{B}.
\]

As \(B\to0\), the numerator and the denominator of \(t_+\) both vanish. Multiplying both by \(A+\Omega\) resolves this, because \((-A+\Omega)(A+\Omega)=\Omega^2-A^2=-B^2\):

\[
t_+=-\frac{B}{A+\Omega}.
\]

Since \(\Omega\to A\) as \(B\to0\), this root tends to zero as \(-B/(2A)\). To obtain the next term, expand the square root:

\[
\Omega=A-\frac{B^2}{2A}-\frac{B^4}{8A^3}-\dots
\]

Inserting this into \(t_\pm\) gives

\[
t_+=-\frac{B}{2A}-\frac{B^3}{8A^3}-\dots,\qquad
t_-=-\frac{2A}{B}+\frac{B}{2A}+\dots
\]

Without pair creation the ground state is the vacuum, which has \(t=0\). The physical root must go over into this state when the coupling is switched off, and \(t_+\) does so. The other root diverges. At \(B=0\) the equation is the linear one \(2At=0\), which has the single solution \(t=0\).

The identification made at small \(B\) holds for every \(|B|<A\). The form \(t_+=-B/(A+\Omega)\) is continuous in \(B\), and the separation of the roots, \(t_+-t_-=2\Omega/B\), does not vanish, so the two branches never meet.

The size of the roots also distinguishes them. The product of the roots of a quadratic equation is its constant term divided by its leading coefficient, here \(t_+t_-=B/B=1\). Moreover \(|t_+|=|B|/(A+\Omega)<|B|/A<1\). Therefore

\[
|t_+|<1<|t_-| .
\]

**The limit of validity.** At \(|B|=A\), \(\Omega=0\) and the roots merge at \(t=-B/A\), which is \(+1\) or \(-1\). For \(|B|>A\) they are complex,

\[
t=\frac{-A\pm i\sqrt{B^2-A^2}}{B},\qquad
|t|^2=\frac{A^2+B^2-A^2}{B^2}=1 ,
\]

and no real amplitude exists. The reason can be seen by writing \(b=(x+ip)/\sqrt2\) with \([x,p]=i\). Then \(b^\dagger b=\tfrac12(x^2+p^2-1)\) and \(b^\dagger b^\dagger+bb=x^2-p^2\), so that

\[
H=\frac{A+B}{2}\,x^2+\frac{A-B}{2}\,p^2-\frac A2 .
\]

For \(|B|<A\) both quadratic terms are positive and \(H\) is a harmonic oscillator. For \(|B|>A\) one of them is negative, the energy has no lower bound, and the model has no ground state. This is the RPA instability. At \(|B|=A\) one quadratic term vanishes: the spectrum is continuous and starts at \(-A/2\), and there is no normalizable ground state (the norm series of part (d) diverges at \(|t|=1\)). In the direct theory itself, \(A=\Delta+B\), with \(\Delta\) the orbital energy gap and \(B\ge0\) a Coulomb integral, so \(|B|<A\) whenever \(\Delta>0\). The unstable case arises when exchange terms are included, as for the triplet excitation of stretched H\(_2\) in time-dependent Hartree–Fock theory.

### (c) The two energies

With \(E=\tfrac12Bt\) and \(Bt_\pm=-A\pm\Omega\),

\[
E_+=\frac{\Omega-A}{2},\qquad
E_-=-\frac{\Omega+A}{2}.
\]

The first is the RPA correlation energy of the model. It is half the difference between the excitation energy with pair coupling, \(\Omega\), and without it, \(A\). Changing the sign of \(B\) reverses the sign of both amplitudes and leaves both energies unchanged.

The expansion of \(\Omega\) gives

\[
E_+=-\frac{B^2}{4A}-\frac{B^4}{16A^3}-\dots,\qquad
E_-=-A+\frac{B^2}{4A}+\dots
\]

The leading term of \(E_+\) agrees with second-order perturbation theory in \(B\) at fixed \(A\). The pair term connects the vacuum to the normalized two-boson state with matrix element \(\tfrac B2\sqrt2=B/\sqrt2\), and that state lies \(2A\) higher. The energy shift is therefore \(-(B^2/2)/(2A)=-B^2/(4A)\). This is not the direct MP2 energy, which has the orbital energy gap \(\Delta=A-B\) in the denominator, \(-B^2/(4\Delta)\); the two agree only when \(B\ll\Delta\).

The other energy tends to \(-A\) when the coupling vanishes. A correlation energy caused by the coupling must vanish with it, so \(E_-\) fails this requirement.

### (d) The other root belongs to no state

First consider the norm. The component of \(|t\rangle\) with \(2n\) bosons is \((t/2)^n(b^\dagger)^{2n}|0\rangle/n!\), and \((b^\dagger)^{2n}|0\rangle\) has squared norm \((2n)!\). Hence

\[
\langle t|t\rangle=\sum_{n=0}^{\infty}\frac{(2n)!}{(n!)^2}\left(\frac{t^2}{4}\right)^n .
\]

The ratio of term \(n+1\) to term \(n\) is \(t^2(2n+1)/(2n+2)\), which tends to \(t^2\). The sum converges for \(|t|<1\), where it is the binomial series of \(1/\sqrt{1-t^2}\), and it diverges for \(|t|>1\). The root \(t_+\) thus gives a proper quantum state. The root \(t_-\) satisfies the algebra of part (a), but its \(|t\rangle\) cannot be normalized.

It remains to show that no different state has the energy \(E_-\). For this, write \(H\) in terms of a new boson

\[
Q=Xb-Yb^\dagger,\qquad \frac YX=t_+,\qquad X^2-Y^2=1 .
\]

Real numbers \(X\) and \(Y\) with these properties exist because \(|t_+|<1\); they satisfy \(X^2=1/(1-t_+^2)\). The commutator is \([Q,Q^\dagger]=X^2-Y^2=1\), so \(Q\) is again a boson operator. Multiplying out, with \(bb^\dagger=b^\dagger b+1\),

\[
Q^\dagger Q=(X^2+Y^2)\,b^\dagger b+Y^2-XY\left(b^\dagger b^\dagger+bb\right).
\]

Two relations for \(t=t_+\) are needed. The Riccati equation gives directly

\[
B(1+t^2)=-2At .
\]

Using it again, together with \(A+Bt=\Omega\),

\[
B(1-t^2)=2B-B(1+t^2)=2B+2At=-2t(A+Bt)=-2\Omega t .
\]

The third equality holds because \(B+At=-At-Bt^2=-t(A+Bt)\), which is the Riccati equation rearranged. The coefficients in \(\Omega Q^\dagger Q\) are now

\[
\Omega(X^2+Y^2)=\Omega\,\frac{1+t^2}{1-t^2}=\Omega\,\frac{-2At}{-2\Omega t}=A,
\]

\[
-\Omega XY=-\frac{\Omega t}{1-t^2}=\frac B2,\qquad
\Omega Y^2=\frac{\Omega t^2}{1-t^2}=-\frac{Bt}{2}=-E_+ .
\]

Therefore \(\Omega Q^\dagger Q=H-E_+\), or

\[
H=E_++\Omega\,Q^\dagger Q .
\]

The operator \(Q^\dagger Q\) counts the new bosons and has the eigenvalues \(n=0,1,2,\dots\) The energies of the model are \(E_++n\Omega\). The ground state is \(|t_+\rangle\), since \(Q|t_+\rangle=(Xt_+-Y)\,b^\dagger|t_+\rangle=0\).

From part (c), \(E_-=E_+-\Omega\). This value lies one quantum below the ground state, where the model has no level. The answer to the question is no.

The same distinction appears in the RPA eigenvalue problem

\[
\begin{pmatrix}A&B\\-B&-A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}
=\omega\begin{pmatrix}X\\Y\end{pmatrix}.
\]

Dividing its first row by \(X\) and setting \(t=Y/X\) gives \(\omega=A+Bt\). The second row, divided by \(X\), gives \(-B-At=\omega t\), and inserting \(\omega\) returns the Riccati equation. The physical root belongs to the positive frequency \(+\Omega\), and the other root to \(-\Omega\).

### (e) Numbers and iteration

For the round model parameters \(A=10\) eV and \(B=6\) eV,

\[
\Omega=\sqrt{100-36}\ \text{eV}=8\ \text{eV},
\]

\[
t_+=\frac{-10+8}{6}=-0.3333,\qquad t_-=\frac{-10-8}{6}=-3,
\]

\[
E_+=\frac{8-10}{2}\ \text{eV}=-1\ \text{eV},\qquad
E_-=-\frac{8+10}{2}\ \text{eV}=-9\ \text{eV}.
\]

Diagonalizing \(H\) in a basis of boson-number states gives the lowest levels \(-1\), \(7\) and \(15\) eV. They start at \(E_+\) and are spaced by \(\Omega\), and there is no level at \(-9\) eV. The squared norm of \(|t_+\rangle\) is \(1/\sqrt{1-1/9}=1.061\). For \(t_-\), the partial sum is already about \(1.7\times10^4\) with up to 10 bosons and \(7.0\times10^8\) with up to 20.

Reducing \(B\) at fixed \(A=10\) eV shows the two limits:

| \(B\) (eV) | \(t_+\) | \(t_-\) | \(E_+\) (eV) | \(E_-\) (eV) |
|---|---|---|---|---|
| 6.0 | −0.3333 | −3.00 | −1.000 | −9.000 |
| 2.0 | −0.1010 | −9.90 | −0.101 | −9.899 |
| 0.2 | −0.0100 | −99.99 | −0.001 | −9.999 |

For the iteration, solve the equation for the linear term:

\[
t_{\text{new}}=g(t)=-\frac{B}{2A}\left(1+t^2\right)=-0.3\,(1+t^2).
\]

Starting from \(t=0\), the iterates are \(-0.3000\), \(-0.3270\), \(-0.3321\), \(-0.3331\) and \(-0.3333\). The corresponding energies \(\tfrac12Bt\) are \(-0.9000\), \(-0.9810\), \(-0.9962\), \(-0.9992\) and \(-0.9998\) eV. The first step reproduces the second-order energy \(-B^2/(4A)\), which here misses 10% of \(E_+\).

To see why the physical root is reached, let \(s=|t|\). Starting from zero, every later iterate has the sign of \(-B\), so the equation for the magnitudes is

\[
s_{\text{new}}=\frac{|B|}{2A}(1+s^2).
\]

Its fixed points are \(s_+=|t_+|\) and \(s_-=|t_-|\), and the change in one step factorizes as

\[
s_{\text{new}}-s=\frac{|B|}{2A}\,(s-s_+)(s-s_-).
\]

For \(s<s_+\) both brackets are negative, so \(s\) grows. It cannot pass \(s_+\), because the right-hand side of the iteration increases with \(s\) and equals \(s_+\) at \(s=s_+\). A growing sequence with an upper bound converges. Its limit must be a fixed point no larger than \(s_+\), and hence is \(s_+\) itself.

Close to a root, each step multiplies the error by the slope \(g'(t)=-Bt/A\). At the two roots this is

\[
g'(t_+)=\frac{A-\Omega}{A}=0.2,\qquad
g'(t_-)=\frac{A+\Omega}{A}=1.8 .
\]

The error shrinks about fivefold per step near \(t_+\), whereas near \(t_-\) any small error grows. As \(|B|\) approaches \(A\), \(\Omega\) goes to zero and the slope at \(t_+\) approaches one, so this iteration becomes slow near the instability.

These conclusions hold for this way of splitting the equation. With the orbital-energy denominator of the direct theory, \(t_{\text{new}}=-B(1+t)^2/[2(A-B)]\), the slope at \(t_+\) is \(-B(1+t_+)/(A-B)\), which equals \(-1\) for \(A=10\) eV and \(B=6\) eV, so the error no longer shrinks by a fixed factor per step. For \(B=8\) eV the first step from \(t=0\) lands on \(t_-=-2\), and for \(B=9\) eV the iteration diverges. Starting from \(t=0\) does not by itself guarantee the physical root.

The numerical check checks the roots, the energies and the spectrum numerically, also for other values of \(B\).

## Table of computed values

```
A = 10.0 eV
B = 6.0 eV
Omega = 8.0000 eV
physical root t = -0.333333 (dimensionless)
other root t = -3.000000 (dimensionless)
product of roots = 1.000000 (dimensionless)
energy of physical root = -1.000000 eV
energy of other root = -9.000000 eV
A + B t, physical root = 8.0000 eV
A + B t, other root = -8.0000 eV
leading small-B amplitude -B/(2A) = -0.300000
leading small-B energy -B^2/(4A) = -0.900000 eV
boson level 0 by diagonalization = -1.000000 eV
boson level 1 by diagonalization = 7.000000 eV
boson level 2 by diagonalization = 15.000000 eV
iterate 0: t = 0.000000, B t/2 = 0.000000 eV
iterate 1: t = -0.300000, B t/2 = -0.900000 eV
iterate 2: t = -0.327000, B t/2 = -0.981000 eV
iterate 3: t = -0.332079, B t/2 = -0.996236 eV
iterate 4: t = -0.333083, B t/2 = -0.999249 eV
iterate 5: t = -0.333283, B t/2 = -0.999850 eV
iteration slope at physical root = 0.2000
iteration slope at other root = 1.8000
squared norm, physical root = 1.060660
squared norm up to 10 bosons, other root = 1.659e+04
squared norm up to 20 bosons, other root = 6.958e+08
Decreasing B at fixed A (t dimensionless, energies in eV):
B = 6.0 eV: t_phys = -0.333333, -B/(2A) = -0.300000, t_other = -3.0000
   E_phys = -1.000000 eV, E_other = -9.000000 eV
B = 2.0 eV: t_phys = -0.101021, -B/(2A) = -0.100000, t_other = -9.8990
   E_phys = -0.101021 eV, E_other = -9.898979 eV
B = 0.2 eV: t_phys = -0.010001, -B/(2A) = -0.010000, t_other = -99.9900
   E_phys = -0.001000 eV, E_other = -9.999000 eV
unstable case: B = 12.0 eV, |t| = 1.0000, |Im(A + B t)| = 6.6332 eV
```
